\section*{Mean Transverse Energy in Field Emission into a Dielectric, part 2}

Electrons tunnel from a free-electron metal ($z<0$, mass $m$, Fermi energy $E_F$) into a dielectric ($z>0$, band-edge mass $m_d$), with transverse wave vector $\mathbf k_t$ conserved. We ask when their mean transverse energy in the dielectric equals the barrier width $d$.

The total energy $E$ and band edge $V(z)$ are measured from the Fermi level; $x=\hbar^2k_t^2/(2m_d)$ and $\varepsilon=E-x$. The triangular barrier is $V=\phi-Fz$, with $F$ the force magnitude (in eV/nm, numerically the field in V/nm). The charge magnitude is $e$. The normal wave function $\chi(z)$ obeys
\begin{equation}
\chi''=\kappa^2\chi,\qquad
\kappa^2=\frac{2m_d}{\hbar^2}(V-E)+k_t^2
=\frac{2m_d}{\hbar^2}(V-\varepsilon).
\label{eq:kappa}
\end{equation}
The semiclassical transmission is $D=\exp[-2\int\kappa\,dz]$ over the forbidden region. For the triangle,
\begin{equation}
\ln D=-\frac{4\sqrt{2m_d}}{3\hbar F}(\phi-\varepsilon)^{3/2}.
\label{eq:fn}
\end{equation}
The width is defined by $1/d=d\ln D/d\varepsilon$ at $\varepsilon=0$. For the triangle $d=\hbar F/(2\sqrt{2m_d\phi})$ and $\ln D_0=-2\phi/(3d)$, where $D_0=D(0)$.

Current is proportional to $\iint dE\,dx\,Df(E)$, with $f$ the Fermi occupation at temperature $T$; $\langle\cdots\rangle$ is the current-weighted average. The linear exponent $D=D_0e^{(E-x)/d}$ gives the weight
\begin{equation}
D f(E)=D_0\,e^{-x/d}\left[e^{E/d}f(E)\right].
\label{eq:factor}
\end{equation}
For a deep Fermi sea and $k_BT<d$, $\langle x\rangle=d$ and
\begin{equation}
\langle x^n\rangle=d^n\int_0^\infty u^ne^{-u}\,du=n!\,d^n .
\label{eq:moments}
\end{equation}
In this linear case $\langle E\rangle=-d$ at $T=0$, and heating raises it.

The numerical example has $\phi=3.0$ eV, $m_d=0.5m_e$, $m=m_e$, $E_F=7.0$ eV, a 20 nm film and a field of 6.0 MV/cm ($F=0.60$ eV/nm). With $\hbar^2/(2m_e)=0.03810$ eV nm$^2$, $\kappa(0)=6.275$ nm$^{-1}$ at $\varepsilon=0$ and $d=47.8$ meV.

\subsection{Curvature of the exponent}

For the triangular barrier, expand (\ref{eq:fn}) with
\begin{equation}
\left(1-\frac{\varepsilon}{\phi}\right)^{3/2}
=1-\frac{3\varepsilon}{2\phi}
+\frac{3\varepsilon^2}{8\phi^2}+\cdots .
\label{eq:expand}
\end{equation}
Multiplication by $-2\phi/(3d)$ gives
\begin{equation}
\ln D=\ln D_0+\frac{\varepsilon}{d}
-\frac{\varepsilon^2}{4\phi d}+\cdots .
\label{eq:curved}
\end{equation}
To first order, the last term multiplies the linear weight by $1-\delta$, with $\delta=\varepsilon^2/(4\phi d)$. Let a subscript zero denote an average with the linear weight. Then
\begin{equation}
\langle x\rangle
=\frac{\langle x\rangle_0-\langle x\delta\rangle_0}
{1-\langle\delta\rangle_0}
\simeq d-
\left(\langle x\delta\rangle_0-d\langle\delta\rangle_0\right).
\label{eq:covariance}
\end{equation}
The bracket is the covariance of $x$ and $\delta$. In the linear weight, $x$ and $E$ are independent by (\ref{eq:factor}). Expanding $(E-x)^2=E^2-2Ex+x^2$ gives
\begin{align}
\operatorname{Cov}_0[x,(E-x)^2]
&=-2\langle E\rangle_0\operatorname{Var}_0(x)
+\operatorname{Cov}_0(x,x^2)\nonumber\\
&=-2\langle E\rangle_0d^2+(6d^3-2d^3).
\label{eq:cov2}
\end{align}
The moments come from (\ref{eq:moments}). Division by $4\phi d$ gives
\begin{equation}
\langle x\rangle\simeq
d\left[1-\frac{d-\langle E\rangle_0/2}{\phi}\right].
\label{eq:correction}
\end{equation}
At zero temperature $\langle E\rangle_0=-d$, so the correction factor is $1-3d/(2\phi)$.

In the example this gives $46.7$ meV. Integration with the full semiclassical triangular exponent also gives $46.7$ meV, about 2\% below $d$. At 300 K and 378 K the full values are $47.2$ and $47.6$ meV. Their increase agrees in sign with (\ref{eq:correction}), since heating raises $\langle E\rangle_0$. The temperature dependence that was absent for a linear exponent has returned, but it is small here.

\subsection{Image force and wave matching}

An electron at distance $z$ from a metal is attracted by an image charge at distance $2z$. With relative permittivity $\epsilon_r$, the attractive force is $e^2/[4\pi\epsilon_0\epsilon_r(2z)^2]$. Integrating from infinity gives the potential energy
\begin{equation}
-\frac Bz,\qquad
B=\frac{e^2}{16\pi\epsilon_0\epsilon_r}.
\label{eq:image}
\end{equation}
The barrier $\phi-Fz-B/z$ has its maximum where $F=B/z^2$. Its top is lowered by $2\sqrt{FB}$. This potential still depends on $z$ alone, so the semiclassical transmission remains a function of $E-x$. The result therefore applies, for a nearly linear exponent, with the width of the new barrier.

For an optical relative permittivity of 2.1, the top is lowered by $0.64$ eV. The width becomes $47.2$ meV and the zero-temperature mean $46.2$ meV, again about 2\% below its own width. The current rises by a factor of about 19 relative to the triangular barrier. This factor is not robust, because the inner turning point lies at $0.06$ nm, where the classical form $-B/z$ is not reliable. Replacing it by $-B/(z+z_0)$ with $z_0=0.05$, $0.1$ or $0.2$ nm gives factors of about 10, 7 and 5, while the mean stays between $46.0$ and $46.4$ meV. In this case the image force matters much more for the current than for the transverse energy.

The semiclassical exponent also omits the matching of waves at the interface. Let $k$ be the normal wave number in the metal, and let $A$ be the incident amplitude. Continuity of $\chi$ and of $\chi'/(\text{mass})$ gives
\begin{equation}
A=\frac12\left[\chi(0)+\frac{m}{m_d}\frac{\chi'(0)}{ik}\right].
\label{eq:incident}
\end{equation}
For the triangular barrier define $\alpha=(2m_dF/\hbar^2)^{1/3}$ and $\xi=\alpha(H/F-z)$, with $H=\phi-\varepsilon$. Equation (\ref{eq:kappa}) becomes $d^2\chi/d\xi^2=\xi\chi$. The outgoing solution is $\chi=\mathrm{Bi}(\xi)+i\,\mathrm{Ai}(\xi)$. Since $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$ and $d\xi/dz=-\alpha$, its flux is $\hbar\alpha/(\pi m_d)$. Dividing by the incident flux $\hbar k|A|^2/m$ gives
\begin{equation}
D_{\rm match}=\frac{m}{m_d}\frac{\alpha}{\pi k|A|^2}.
\label{eq:match}
\end{equation}
For a thick barrier, $\mathrm{Bi}$ dominates at $z=0$, with
$\mathrm{Bi}\simeq e^{2\xi^{3/2}/3}/(\sqrt\pi\,\xi^{1/4})$ and $\mathrm{Bi}'\simeq\sqrt\xi\,\mathrm{Bi}$. Because $\alpha\sqrt{\xi(0)}=\kappa(0)$, substitution gives
\begin{equation}
D_{\rm match}\simeq\frac{4u}{1+u^2}D,\qquad
u=\frac{m\kappa(0)}{m_dk}.
\label{eq:prefactor}
\end{equation}
Here $k=\sqrt{7.0/0.03810}=13.55$ nm$^{-1}$ at the Fermi level for $k_t=0$, so $u=2(6.275)/13.55=0.93$. The prefactor is close to its maximum of 2, reached at $u=1$, so for these parameters exact matching doubles the current. Because $k$ depends on the normal energy in the metal, the matched transmission is not strictly a function of $E-x$ when the masses differ. The effect on the mean is small, since $d$ is much smaller than both $\phi$ and $E_F$ and the prefactor changes little over an energy range $d$. The mean transverse energy is $46.8$ meV, almost the value without matching. The shift is especially small here because the prefactor is stationary near $u=1$. For $E_F=1.5$ eV, where $u=2.0$, the current factor is $1.57$ and the mean falls by $0.45$ meV, about 1\%.

\subsection{When the band under the barrier is not parabolic}

The equality is more fragile with respect to the dispersion in the gap. Let $E_g$ be the band gap and $h=V-E$ the depth below the conduction-band edge. A symmetric two-band model has
\begin{equation}
\kappa^2=\frac{2m_d}{\hbar^2}
\left[h\left(1-\frac h{E_g}\right)+x\right].
\label{eq:twoband}
\end{equation}
For $h\ll E_g$ this returns to (\ref{eq:kappa}). Deeper in the gap, a change in $E$ and the opposite change in $x$ no longer have the same effect. In this section $x$ still labels $k_t$ through the band-edge mass.

Near $E=x=0$, write $\ln D\simeq\ln D_0+E/d_2-x/\ell$. At zero temperature, integration over $E$ leaves $e^{-x/\ell}$, so $\langle x\rangle=\ell$ to leading order. The equality requires $\ell=d_2$.

Along the triangular barrier $dz=-dh/F$. With $q=2m_d/\hbar^2$, the exponent at $x=0$ is
\begin{equation}
\ln D=-\frac{2\sqrt q}{F}\int_0^{\phi-E}
\sqrt{h\left(1-\frac h{E_g}\right)}\,dh .
\label{eq:twobandlog}
\end{equation}
Differentiating the upper limit gives
\begin{equation}
\frac1{d_2}=\frac{2\sqrt q}{F}
\sqrt{\phi\left(1-\frac\phi{E_g}\right)} .
\label{eq:d2}
\end{equation}
For the derivative with respect to $x$, the moving turning point contributes nothing because $\kappa$ vanishes there. Differentiating the square root under the integral gives
\begin{align}
\frac1\ell&=\frac{\sqrt q}{F}\int_0^\phi
\frac{dh}{\sqrt{h(1-h/E_g)}}
\nonumber\\
&=\frac{2\sqrt{qE_g}}{F}\,\theta,
\qquad \theta=\arcsin\sqrt{\frac\phi{E_g}} .
\label{eq:ell}
\end{align}
The integral was evaluated with $h=E_g\sin^2\vartheta$: its differential is $2E_g\sin\vartheta\cos\vartheta\,d\vartheta$, while the denominator is $\sqrt{E_g}\sin\vartheta\cos\vartheta$. Since $\sqrt{\phi(1-\phi/E_g)}=\sqrt{E_g}\sin\theta\cos\theta$,
\begin{equation}
\frac{\langle x\rangle}{d_2}\simeq\frac\ell{d_2}
=\frac{\sin2\theta}{2\theta}.
\label{eq:ratio}
\end{equation}
For a wide gap the ratio approaches one, with leading correction $-2\phi/(3E_g)$. At fixed $\phi/E_g$ it does not approach one as the field is reduced.

For $E_g=8.0$ eV and the same $\phi$, $m_d$ and field, $d_2=60.5$ meV. Equation (\ref{eq:ratio}) gives a ratio of $0.735$. Full integration gives $\langle x\rangle=43.8$ meV and a ratio of $0.724$. At one tenth of the field the ratio is $0.733$, which confirms that the discrepancy survives when curvature becomes small. The change of dispersion raises the width by about 26\% relative to the parabolic case, while it lowers the mean from $46.7$ to $43.8$ meV.

\subsection{Comparison with a real low-permittivity film}

The barrier, masses and gap above are rough model parameters, not a fit to a particular film. The free-electron sphere is also an idealization. The emitted electrons have a root-mean-square $k_t$ of $\sqrt{2m_dd}/\hbar\approx0.8$ nm$^{-1}$, and the result assumes that the metal supplies states uniformly over this range. On the (111) face of copper the Fermi surface has a neck of radius about $2.6$ nm$^{-1}$, inside which no bulk states exist at the Fermi level. With conserved $\mathbf k_t$ the equality then does not hold for bulk states on that face. Surface states, liner metals and interface disorder, none of which is treated here, would set the supply. The field is 75\% of an assumed rough breakdown field of 8 MV/cm. It represents a severe electrical stress, far above the field across an interconnect dielectric in normal use. Real organosilicate films contain traps, and trap-assisted conduction may exceed the current calculated here. Their disorder and rough interfaces also weaken the assumption of conserved $\mathbf k_t$; the size of that effect has not been calculated. Among the effects calculated for the barrier, Fermi energy and field of the numerical case, the two-band dispersion gives the largest departure from equality, with $\langle x\rangle$ about 28\% below its own width. That figure belongs to the symmetric model, in which the valence mass equals $m_d$. If $h(1-h/E_g)$ in (\ref{eq:twoband}) is replaced by the interpolation $rh(E_g-h)/[h+r(E_g-h)]$, with $r$ the ratio of valence to conduction mass, the departure falls to 13\% for $r=3$ and 6\% for $r=10$.

Trapped charge changes the local field. Spread $N_t$ trapped electrons per unit area uniformly over a plane at mid-film and hold the voltage fixed. Let $\mathcal F_c$ and $\mathcal F_a$ be the field magnitudes on the cathode and anode sides, and $\bar{\mathcal F}$ their value without charge. Gauss's law and the fixed voltage give
\begin{equation}
\mathcal F_a-\mathcal F_c=\frac{eN_t}{\epsilon_0\epsilon_s},
\quad
\frac{\mathcal F_a+\mathcal F_c}{2}=\bar{\mathcal F},
\quad
\mathcal F_c=\bar{\mathcal F}-\frac{eN_t}{2\epsilon_0\epsilon_s}.
\label{eq:trap}
\end{equation}
For $N_t=10^{12}$ cm$^{-2}$ and static relative permittivity $\epsilon_s=2.7$, the cathode field falls by $0.34$ MV/cm. If this reduced field is used throughout the tunnel barrier, $d$ falls by 5.6\%. These are values for a uniform sheet. Discrete charges at this density are about 10 nm apart, comparable with their distance from the cathode. On a square lattice the reduction would vary by only about $\pm0.005$ MV/cm. For random positions in the plane its standard deviation is about $0.11$ MV/cm, and emission then favors the places where the field is reduced least.

Collisions set a further limit on what can be observed. At the tunnel exit the normal kinetic energy is zero and the mean transverse energy is approximately $d$. After the electron has moved a distance $s$ along the force without a collision, the mean kinetic energy is $Fs+d$ in the parabolic model. An isotropic elastic collision leaves two thirds of this energy, on average, in the two transverse directions. The new transverse mean exceeds $d$ when
\begin{equation}
\frac23(Fs+d)>d
\quad\Longrightarrow\quad
s>\frac{d}{2F}.
\label{eq:collision}
\end{equation}
Since $d/F=0.080$ nm, this distance is $0.04$ nm, smaller than an atomic spacing. It is also far below the length $[\hbar^2/(2m_dF)]^{1/3}=0.50$ nm over which the wave varies near the tunnel exit, so it should not be read as a literal path. It shows that, in this estimate, a single such collision at any realistic distance is enough to spoil the equality. The equality thus describes electrons as they leave the barrier. It does not predict the transverse energy of electrons that have scattered in the film, including those that later reach the opposite electrode.

\section*{Computed values}
\begin{verbatim}
barrier phi = 3.0 eV
dielectric mass = 0.5 m_e
field = 6.0 MV/cm
Fermi energy = 7.0 eV
film thickness = 20 nm
hbar^2/(2 m_e) = 0.03810 eV nm^2
decay constant at barrier top side z=0 = 6.275 1/nm
width d = 47.81 meV
d/phi = 0.01594
mean x, Fermi-sphere sum = 47.81 meV
mean transverse energy in metal = 23.91 meV
root mean square x = 67.62 meV
ln D at Fermi level = -41.83
D at Fermi level = 6.812e-19
current density, linear exponent = 1.260e-11 A/cm2
tunnel length phi/F = 5.00 nm
log10 exp(-E_F/d) = -63.6
mean x/d for E_F = 3d, equal masses = 0.7202
kT at 300 K = 25.85 meV
p = kT/d at 300 K = 0.5407
current gain at 300 K, linear = 1.713
mean E at 0 K, linear = -47.81 meV
mean E at 300 K, linear = 10.44 meV
mean x at 300 K, linear = 47.81 meV
mean x at 0 K, first-order curved = 46.67 meV
mean x at 0 K, full triangle = 46.74 meV
mean x at 300 K, full triangle = 47.18 meV
mean x at 378 K, full triangle = 47.58 meV
current gain 300 K, triangle = 1.722
current gain 378 K, triangle = 2.527
optical permittivity = 2.1
image lowering = 0.641 eV
width d with image = 47.23 meV
mean x with image, 0 K = 46.22 meV
current factor from image = 18.90
mean x, exact matching, 0 K = 46.77 meV
current factor, matching = 1.998
band gap for two-band test = 8.0 eV
two-band width d2 = 60.48 meV
two-band mean x, 0 K = 43.76 meV
two-band mean x/d2, full = 0.7235
two-band mean x/d2, leading order = 0.7346
two-band mean x/d2 at field/10 = 0.7334
trapped sheet at mid-film = 1.0e+12 1/cm2
static permittivity = 2.7
cathode field drop from sheet = 0.335 MV/cm
relative change of d from sheet = -0.0558
rough breakdown field = 8.0 MV/cm
field/breakdown field = 0.75
distance d/F after exit = 0.0797 nm
\end{verbatim}
